# Excess SiF4 Pressure at the Floor of a Deep Silicon Hole

## Problem

A round, straight hole in silicon has diameter $d=100$ nm and depth $L=10$ µm. A fluorine plasma etches its floor at $r=1$ µm/min, and all the silicon removed leaves as SiF$_4$. The walls are at 300 K, are not etched, and neither consume nor permanently hold SiF$_4$.

(a) By how much does the SiF$_4$ pressure at the floor exceed that at the mouth?

(b) What pressure of atomic fluorine at the mouth would sustain this etch rate?

(c) How far do the main simplifications move the answer to (a)?

The rate $r$ is the rate while etching is on. In a process that alternates etching and passivation, it is the rate during the etch step, not the average over the cycle.

## Solution

### The source of gas

Each silicon atom removed makes one SiF$_4$ molecule. With $n_{\rm Si}$ the atomic density of silicon, the number made per unit floor area and time is

$$\Gamma=n_{\rm Si}\,r=(4.994\times10^{22}\ \mathrm{cm^{-3}})\,\frac{10^{-4}\ \mathrm{cm}}{60\ \mathrm{s}}=8.32\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}} .$$

In steady state this is also the net flux up the hole. It sets the difference between upward and downward traffic, not the pressure itself. The pressure depends on how hard it is to get out.

### Molecules meet walls, not each other

The mean free path in a gas of molecules with collision diameter $\sigma$ is $\lambda=kT/(\sqrt2\,\pi\sigma^2p)$. Take a rough $\sigma=0.5$ nm and a rough chamber pressure of 100 mTorr (13.3 Pa), and add the floor excess found below. Treating all the gas as if it had this $\sigma$ gives $\lambda\approx210$ µm, about 2100 hole diameters. A flight between walls is typically of the order of $d$, so collisions in the gas can be ignored. This is free-molecular flow, and a viscous-flow formula would not apply.

### Flux and pressure

Let $J$ be the number of molecules crossing unit area per unit time in one direction. For a gas of density $n$ in equilibrium, the Maxwell distribution of one velocity component gives

$$J=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT}\,dv_z=n\sqrt{\frac{kT}{2\pi m}} .$$

Since the mean speed is $\bar v=\sqrt{8kT/\pi m}$, this is $J=n\bar v/4$. Solving for $n$ and using $p=nkT$,

$$p=J\sqrt{2\pi mkT}. \tag{1}$$

For SiF$_4$, with $m=104.08$ u at 300 K, $\bar v=247$ m/s and the square root is $6.706\times10^{-23}$ Pa m$^2$ s.

The gas in the hole is not quite in equilibrium, because slightly more molecules move up than down. Here "pressure" means the pressure of an equilibrium gas that has the same one-way flux. At the floor one may use either the emitted or the incident flux; the difference turns out to be about 1%.

### How a gradient drives the flow

Assume that a molecule leaving a wall forgets how it arrived and departs with the cosine distribution: the flux per unit solid angle, per unit area perpendicular to the flight, is $J/\pi$. Let $J(z)$ be the flux emitted by the sidewall at height $z$ above the floor. Far from both ends, try a straight line with slope $J'$. It satisfies the wall balance, because each wall element receives molecules symmetrically from above and below, and the average of a straight line over a symmetric range is its value at the centre.

Now find the net upward flux through a cross-section at height $z_0$. Consider a molecule passing a point of this section at angle $\theta$ to the upward axis. If the wall behind it lies at transverse distance $\rho$, the molecule left the wall at height $z_0-\rho\cot\theta$. Summing over directions, with azimuth $\phi$ and a factor $\cos\theta$ for the crossing of the section, gives

$$\Gamma=\left\langle\int_0^{2\pi}\!d\phi\int_0^{\pi}\!\sin\theta\,d\theta\;\frac{\cos\theta}{\pi}\,\big[J(z_0)-J'\rho\cot\theta\big]\right\rangle ,$$

where the brackets average over the section. Directions with $\theta>\pi/2$ count negatively, as they should. The first term vanishes because $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. In the second, $\sin\theta\cos\theta\cot\theta=\cos^2\theta$, whose integral is $\pi/2$. Hence

$$\Gamma=-\frac{J'}{2}\left\langle\int_0^{2\pi}\rho\,d\phi\right\rangle .$$

To find the average, fix a direction $\phi$ and cut the disk of radius $R=d/2$ into parallel chords. A chord at distance $y$ from the centre has length $c=2\sqrt{R^2-y^2}$, and the integral of $\rho$ along it is $c^2/2=2(R^2-y^2)$. Integrating over $y$ from $-R$ to $R$ gives $8R^3/3$. Every direction contributes the same, so multiply by $2\pi$ and divide by the area $\pi R^2$:

$$\left\langle\int_0^{2\pi}\rho\,d\phi\right\rangle=\frac{16R}{3}=\frac{8d}{3},\qquad\text{so}\qquad \Gamma=-\frac{4d}{3}\,J'. \tag{2}$$

With $J=n\bar v/4$ this reads $\Gamma=-D\,dn/dz$, where $D=d\bar v/3=0.0823$ cm$^2$/s. The hole acts as a diffusive medium whose scattering length is set by its own width.

### (a) The excess pressure

No SiF$_4$ is made or lost on the sidewall, so $\Gamma$ is the same at every height and $J'$ is constant. Extending the straight line to both ends, which is justified for $L\gg d$, gives

$$J_{\rm floor}-J_{\rm mouth}=\frac{3L}{4d}\,\Gamma .$$

Equation (1) turns this into

$$\boxed{\;\Delta p\simeq\frac{3L}{4d}\,n_{\rm Si}\,r\,\sqrt{2\pi mkT}\;} \tag{3}$$

With $L/d=100$ and $\Gamma=8.323\times10^{20}$ m$^{-2}$ s$^{-1}$,

$$\Delta p=75\times(8.323\times10^{20})\times(6.706\times10^{-23})\ \mathrm{Pa}=4.19\ \mathrm{Pa}\quad(31\ \mathrm{mTorr}).$$

**The excess is about 4 Pa.** The corresponding excess density is $1.01\times10^{15}$ cm$^{-3}$.

The factor 75 has a direct meaning. Let $W$ be the probability that a molecule emitted by the floor leaves through the mouth before it touches the floor again. The floor emits the new molecules plus those that return:

$$J_f=\Gamma+(1-W)J_f\quad\Longrightarrow\quad J_f=\frac{\Gamma}{W}. \tag{4}$$

Here $J_f$ is the part of the floor flux due to the etch product. Comparison with the long-tube result gives $W\simeq4d/3L=0.0133$. On average a molecule leaves the floor about 75 times before it escapes, and this repeated traffic is the pressure.

SiF$_4$ already in the chamber does not alter the excess. If it enters with flux $\Phi_0$, a uniform flux $\Phi_0$ throughout the hole satisfies every wall balance and the floor balance. The equations are linear, so the total floor flux is $\Phi_0+\Gamma/W$. This would fail if SiF$_4$ were consumed in the hole.

The straight-line profile is only approximate, most of all near the ends. Solving the exchange of molecules between floor, wall rings and mouth numerically for $L/d=100$ gives $W=0.01295$ with 2000 rings (in the limit of narrow rings it falls by about $8\times10^{-6}$, to 0.012945, which leaves the pressure unchanged to the digits shown), and therefore 4.31 Pa from the emitted flux, about 3% above (3). The incident flux is smaller by $\Gamma$ and gives a value about 1% lower. In the middle third of the hole the computed gradient agrees with (2) to within 1%. As an independent test of the exchange calculation, molecules were traced one by one in a short hole with $L/d=5$: they left the floor 5.235 times on average, with a standard error of about 0.02, against 5.237 from the exchange calculation. The two agree within the statistical error; the still closer match is chance.

### (b) The fluorine that must go in

Each SiF$_4$ carries four fluorine atoms, so the floor must take up a flux $4\Gamma$. Suppose these arrive as neutral atoms from a gas at the wall temperature, 300 K, that they are not lost on the sidewall, and that an atom striking the floor reacts with probability $S$.

An atom entering at the mouth reaches the floor with the same probability $W$ as a floor molecule has of reaching the mouth. To see this, replace the floor by an opening and let equal equilibrium gases stand at both ends. There is then no net flow, and since the areas are equal, so are the two transmission probabilities. For diffuse walls they depend on geometry alone, not on mass.

Let $\Phi$ be the fluorine flux entering the mouth and $I$ the flux striking the floor. The latter consists of first arrivals and of unreacted atoms that come back:

$$I=W\Phi+(1-W)(1-S)I .$$

Since $1-(1-W)(1-S)=W+S-WS$, the uptake is

$$SI=\frac{SW\,\Phi}{W+S-WS}=\frac{\Phi}{1/W+1/S-1}.$$

Setting $SI=4\Gamma$ gives

$$\Phi=4\Gamma\left(\frac1W+\frac1S-1\right). \tag{5}$$

For $S=1$, equations (1), (4) and (5) give the ratio of the fluorine pressure at the mouth to the SiF$_4$ excess:

$$\frac{p_{\rm F}}{\Delta p}=4\sqrt{\frac{m_{\rm F}}{m}}=1.71 . \tag{6}$$

Both gases face the same $W$, so it cancels. The factor 4 comes from stoichiometry, and the square root from the fact that a lighter gas carries a given flux at lower pressure. The required pressure is 7.4 Pa (55 mTorr) for $S=1$ and 7.6 Pa for $S=0.3$. Between these two values the reaction probability matters little, because $1/W\approx77$ dominates the bracket in (5): transport down the hole is the bottleneck, not reaction at its floor. This holds only while $S$ is much larger than $W$. At $S=0.01$ the required pressure is already about 17 Pa, and without ion bombardment $S$ can be smaller still; reaction at the floor then becomes the bottleneck. Fluorine in a plasma is usually hotter than the walls. If its temperature at the mouth is $T_{\rm F}$, the same flux needs a pressure higher by $\sqrt{T_{\rm F}/300\ \mathrm K}$: about 10 Pa at 600 K for $S=1$.

Equation (6) can also be read the other way. Suppose the fluorine pressure at the mouth is given and the etch rate is whatever the supply allows. Solving (5) for $\Gamma$ and inserting it in (4),

$$J_f=\frac{\Gamma}{W}=\frac{\Phi}{4\,(1+W/S-W)}\le\frac{\Phi}{4}.$$

The excess then cannot exceed $p_{\rm F}/1.71$, however deep the hole. With 1 Pa of atomic fluorine the bound is about 0.6 Pa. The growth of $\Delta p$ with depth in (3) belongs to a fixed etch rate; under a fixed neutral supply the excess levels off once $W\ll S$, because the etch rate then falls in proportion to $W$.

### (c) What the simplifications cost

**Wall temperature.** At fixed etch rate, (3) varies as $\sqrt T$. Walls at 350 K instead of 300 K raise the pressure by 8%. Warmer molecules move faster, so fewer are present, but each contributes more to the pressure, and the second effect is the larger.

**Partly mirror-like walls.** Let a fraction $f$ of wall collisions be diffuse and the rest specular. A mirror reflection in a straight cylinder preserves the axial velocity and the length of the next chord, so a molecule repeats the same axial step until a diffuse collision occurs. The number $N$ of equal steps has probability $f(1-f)^{N-1}$, with mean $1/f$ and variance $(1-f)/f^2$, so that $\langle N^2\rangle=(2-f)/f^2$. A random walk has a diffusivity proportional to its mean square step divided by its mean duration. $D$ therefore grows by

$$\frac{\langle N^2\rangle}{\langle N\rangle}=\frac{2-f}{f}.$$

For $f=0.9$ this is 1.22, and the long-tube pressure falls by 18%.

**Sidewall etching.** Let the sidewall recede uniformly at rate $r_s$. The wall below height $z$ has area $\pi dz$, which is $4z/d$ times the floor area, so the upward flux becomes $\Gamma(1+4r_sz/rd)$. Inserting this in (2) and integrating from floor to mouth,

$$J_{\rm floor}-J_{\rm mouth}=\frac{3\Gamma}{4d}\int_0^L\left(1+\frac{4r_sz}{rd}\right)dz=\frac{3L\Gamma}{4d}\left(1+\frac{2L}{d}\frac{r_s}{r}\right).$$

During an etch lasting $L/r$, wall exposed throughout recedes by $r_sL/r$, and the diameter there grows by $\delta d=2r_sL/r$. The correction is therefore $\delta d/d$. A widening of 10 nm means $r_s/r=5\times10^{-4}$, yet the extra gas alone adds 10% to the pressure when the diameter is held at 100 nm. A small lateral rate matters because the sidewall has 400 times the area of the floor. The widening itself, however, eases the flow. For a hole that tapers from 110 nm at the mouth to 100 nm at the floor, using the local diameter in (2) and including the sidewall gas gives a pressure about 5% below that of the straight 100 nm hole.

**Steady state.** The excess gas held per unit area of cross-section is $\Delta n\,L/2$, since the density profile is nearly a straight line. Dividing by $\Gamma=D\,\Delta n/L$ gives a filling time $L^2/2D\approx6$ µs if molecules leave the walls at once. A molecule strikes the wall about 15 000 times on its way out, so a dwell of 1 µs at each hit would raise this to about 15 ms. The etch takes 600 s at constant rate, so even then the gas profile follows the moving floor without noticeable delay.

### A few cases

Each row changes only what it names. Rows marked "long" use (3); rows marked "finite" use the computed $W$.

| Case | Model | $\Delta p$ (Pa) |
|---|---|---:|
| As stated, 300 K | long | 4.2 |
| As stated, 300 K | finite | 4.3 |
| Walls at 350 K | finite | 4.7 |
| 10% specular reflection | long | 3.4 |
| Sidewall gas from 10 nm widening, diameter held at 100 nm | finite | 4.7 |
| Depth 5 µm, same rate | long | 2.1 |
| Rate 0.1 µm/min | long | 0.42 |

For departures of the size considered in (c), the estimate of 4 Pa is thus good to some tens of percent at the stated rate and dimensions. Much more mirror-like walls would lower it further. The pressure is also proportional to the etch rate, which is examined next.

### Beside a real etch

The geometry is that of a very narrow feature in fluorine-based deep silicon etching, and an aspect ratio of 100 is extreme for that process. The assumption most likely to break is the rate of 1 µm/min at full depth. By (b), with diffuse walls it needs about 7.4 Pa of atomic fluorine at the mouth even if every atom that strikes the floor reacts and none is lost on the sidewall. That is more than half of the rough 13.3 Pa chamber pressure assumed above. Sidewall loss raises the requirement steeply: a loss probability of only $10^{-3}$ per wall collision multiplies it by more than twenty. Ions are a poor substitute: at one fluorine atom per ion the floor would need 53 mA/cm$^2$, and even at five atoms per ion about 11 mA/cm$^2$, all of it arriving at the bottom of the hole. A rough figure for the ion current at an open wafer is 1 to 10 mA/cm$^2$, and only part of it gets to the floor: on a straight path, no ion tilted more than about 0.6° from the axis arrives there without striking the wall, and of the ions entering at 0.3° only a little over a third do. A hole this deep should therefore be expected to etch more slowly, and $\Delta p$ falls in proportion: a tenfold lower rate leaves about 0.4 Pa. Within this model, the supply of fluorine limits the etch before the mere presence of a few pascals of SiF$_4$ impedes it, since at these pressures an incoming atom strikes the wall thousands of times for each collision with a gas molecule, so such collisions barely alter its progress. The model leaves out any chemical effect of SiF$_4$ on the surfaces, such as redeposition. It also assumes that all silicon leaves as SiF$_4$; any share leaving as a less fluorinated product such as SiF$_2$ lowers the factor 4 in (5) and (6), and the fluorine requirement with it.

The main computed values are collected in the numerical output below.

## Computed values

```
hole depth                              10.0 um
hole diameter                           100 nm
aspect ratio L/d                        100
etch rate                               1.00 um/min
wall temperature                        300 K
silicon atom density                    4.994e+22 cm^-3
SiF4 source flux                        8.323e+16 cm^-2 s^-1
SiF4 molecular mass                     104.08 u
SiF4 mean speed                         247.0 m/s
pressure per unit flux, SiF4            6.706e-23 Pa m^2 s
Knudsen diffusivity d v/3               0.0823 cm^2/s
excess SiF4 density, long tube          1.011e+15 cm^-3
escape probability, long tube           0.01333
escape probability, finite tube         0.01295
mid-tube gradient / long-tube value     1.0069
EXCESS PRESSURE, long tube              4.19 Pa
  the same                              31.4 mTorr
excess pressure, finite, emitted flux   4.31 Pa
  the same                              32.3 mTorr
excess pressure, finite, incident flux  4.25 Pa
short hole L/d                          5
  floor launches per molecule, solved   5.237
  floor launches per molecule, traced   5.235
  traced with 10 % specular walls       4.607
F pressure needed at mouth, S = 1       7.36 Pa
  the same                              55.2 mTorr
F pressure needed at mouth, S = 0.3     7.59 Pa
F pressure / SiF4 excess, S = 1         1.709
ion current if one F per ion            53.3 mA/cm^2
chamber pressure (rough)                100 mTorr
  the same                              13.3 Pa
collision diameter (rough)              0.5 nm
mean free path                          211 um
mean free path / diameter               2114
finite-length change of pressure        +2.9 %
pressure at 350 K walls, finite tube    4.65 Pa
change from 300 K to 350 K              +8.0 %
long-tube change, 10 % specular walls   -18.2 %
hole widening assumed during etch       10 nm
sidewall rate / floor rate              5.0e-04
change from sidewall etching            +10.0 %
filling time of the hole                6.25 us
etch time at constant rate              600 s
```
